# Normal scattering and heat conduction in Callaway's model with constant times: test program

```python
"""
Result under test: in Callaway's model with constant times tR (resistive) and
tN (normal), and one sound speed c, kappa = C c^2 tR / 3 whatever tN is.
For other dispersions kappa = kappaR * (1 - s tR/(tR+tN)), where kappaR is the
conductivity without normal collisions and s is the mismatch of omega*v and q.
C: heat capacity per volume; q: wave vector; v: group velocity; SI units inside.
The gradient is along z. Mode sums use Gauss points in |q| and cos(angle).
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import hbar, k as kB
from scipy.integrate import quad
from scipy.optimize import root

# Rough typical values for a diamond heat spreader
T = 300.0
lattice = 0.357e-9
c = 13.0e3
c_long, c_trans = 18.0e3, 12.0e3
tR, tN = 25e-12, 50e-12
gradient = 1.0e5
thickness = 100e-6

density = 8 / lattice**3
qD = (6 * np.pi**2 * density) ** (1 / 3)
x_max = hbar * c * qD / (kB * T)


def linear(q, speed):
    return speed * q, speed + 0 * q


def bent(q, speed):
    a = np.pi / (2 * qD)
    return speed / a * np.sin(a * q), speed * np.cos(a * q)


def gapped(q, speed):
    omega = np.sqrt((speed * q) ** 2 + (0.3 * speed * qD) ** 2)
    return omega, speed**2 * q / omega


def make_modes(speeds, dispersion, nq=24, nmu=4):
    """Return q_z, omega, v_z and the mode density weight of each point."""
    x, wx = leggauss(nq)
    mu, wmu = leggauss(nmu)
    q = np.repeat(0.5 * qD * (x + 1), nmu)
    wq = np.repeat(0.5 * qD * wx, nmu)
    m, wm = np.tile(mu, nq), np.tile(wmu, nq)
    parts = []
    for speed in speeds:
        omega, v = dispersion(q, speed)
        parts.append((q * m, omega, v * m, q**2 * wq * wm / (4 * np.pi**2)))
    return [np.concatenate(p) for p in zip(*parts)]


def bose_weight(omega):
    n0 = 1 / np.expm1(hbar * omega / (kB * T))
    return n0 * (n0 + 1)


def kappa_direct(modes, rateR, rateN):
    """Solve the linear Boltzmann equation with the full collision matrix."""
    qz, omega, vz, g = modes
    w = bose_weight(omega)
    p = qz / qD
    rR, rN = rateR + 0 * omega, rateN + 0 * omega
    norm = np.sum(g * w * p**2 * rN)
    matrix = np.diag(rR + rN) - np.outer(rN * p, g * w * p * rN) / norm
    phi = np.linalg.solve(matrix, -vz * hbar * omega / (kB * T**2))
    return -np.sum(g * hbar * omega * vz * w * phi)


def kappa_no_normal(modes, rateR):
    qz, omega, vz, g = modes
    return np.sum(g * (hbar * omega * vz) ** 2 * bose_weight(omega)
                  / (kB * T**2) / rateR)


def mismatch(modes):
    qz, omega, vz, g = modes
    w, f = g * bose_weight(omega), omega * vz
    return 1 - np.sum(w * f * qz)**2 / (np.sum(w * f * f) * np.sum(w * qz**2))


def heat_average(func, upper=x_max):
    """Integral of func(x) over spectral heat capacity, x = hbar omega/kT."""
    pre = 3 * kB / (2 * np.pi**2) * (kB * T / (hbar * c)) ** 3
    return pre * quad(lambda x: x**4 / (4 * np.sinh(x / 2)**2) * func(x),
                      0, upper, epsabs=1e-12, epsrel=1e-11)[0]


def callaway(rateR, rateN):
    """Two parts of Callaway's conductivity for one sound speed."""
    first = heat_average(lambda x: 1 / (rateR(x) + rateN(x)))
    top = heat_average(lambda x: rateN(x) / (rateR(x) + rateN(x)))
    low = heat_average(lambda x: rateN(x) * rateR(x) / (rateR(x) + rateN(x)))
    return c**2 / 3 * first, c**2 / 3 * top**2 / low


def energy(temp):
    scale = kB * temp / (hbar * c)
    integral = quad(lambda x: x**3 / np.expm1(x), 0, hbar * c * qD / (kB * temp),
                    epsabs=1e-12, epsrel=1e-12)[0]
    return 3 * kB * temp * scale**3 / (2 * np.pi**2) * integral


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Heat capacity from its definition, then the claimed conductivity
C = heat_average(lambda x: 1.0)
C_difference = (energy(T + 0.1) - energy(T - 0.1)) / 0.2
assert close(C, C_difference, 1e-5)
kappaR = C_difference * c**2 * tR / 3

debye = make_modes([c, c, c], linear)
sweep = []
for normal_time in (0.5e-12, 5e-12, 50e-12, 500e-12):
    total = kappa_direct(debye, 1 / tR, 1 / normal_time)
    k1, k2 = callaway(lambda x: 1 / tR, lambda x: 1 / normal_time)
    assert close(total, kappaR, 1e-5)
    assert close(k1 + k2, total, 1e-7)
    assert close(k1, kappaR * normal_time / (tR + normal_time), 1e-5)
    sweep.append((normal_time, k1, k2, total))
part1, part2 = callaway(lambda x: 1 / tR, lambda x: 1 / tN)


def drifting_state(G):
    """Find drift speed and temperature of the unexpanded drifting Planck
    function from conservation of momentum and energy in normal collisions."""
    qz, omega, vz, g = debye
    n0 = 1 / np.expm1(hbar * omega / (kB * T))
    drive = vz * G * hbar * omega / (kB * T**2) * n0 * (n0 + 1)
    tc = 1 / (1 / tR + 1 / tN)

    def states(z):
        nu = 1 / np.expm1(hbar * (omega - z[0] * c * qz)
                          / (kB * T * (1 + z[1])))
        return tc * (n0 / tR + nu / tN - drive), nu

    def residual(z):
        n, nu = states(z)
        return [np.sum(g * qz * (n - nu)) / np.sum(g * abs(qz) * n0),
                np.sum(g * omega * (n - nu)) / np.sum(g * omega * n0)]

    z = root(residual, [0.0, 0.0], tol=1e-13).x
    assert max(np.abs(residual(z))) < 1e-10
    n, nu = states(z)
    flux = np.sum(g * hbar * omega * vz * n)
    distance = (np.sum(g * omega * abs(n - nu))
                / np.sum(g * omega * abs(n - n0)))
    return z[0] * c, flux, distance


drift, flux, distance = drifting_state(gradient)
assert close(drift, -c**2 * tR * gradient / T, 1e-5)
assert close(flux, -kappaR * gradient, 1e-5)
assert distance < 1e-3
strong_drift, strong_flux, _ = drifting_state(200 * gradient)
assert close(strong_flux, -kappaR * 200 * gradient, 1e-5)

# Other dispersions: direct solution against the mismatch formula
cases = {
    "two speeds": make_modes([c_long, c_trans, c_trans], linear),
    "bent branches": make_modes([c, c, c], bent),
    "both": make_modes([c_long, c_trans, c_trans], bent),
}
dispersion_rows = []
for name, modes in cases.items():
    s = mismatch(modes)
    reference = kappa_no_normal(modes, 1 / tR)
    for normal_time in (1e-12, tN, 1e-9):
        ratio = kappa_direct(modes, 1 / tR, 1 / normal_time) / reference
        assert close(ratio, 1 - s * tR / (tR + normal_time), 1e-8)
    assert s > 1e-3
    ratio = kappa_direct(modes, 1 / tR, 1 / tN) / reference
    dispersion_rows.append((name, s, ratio))
gap_modes = make_modes([c], gapped)
gap_ratio = (kappa_direct(gap_modes, 1 / tR, 1 / tN)
             / kappa_no_normal(gap_modes, 1 / tR))
assert close(gap_ratio, 1, 1e-9)

# Times that vary with frequency; mean rates are kept at 1/tR and 1/tN
mean_x2 = heat_average(lambda x: x**2) / C
mean_x1 = heat_average(lambda x: x) / C
x_grid = hbar * debye[1] / (kB * T)
shape = x_grid**2 / mean_x2
kappa_var = kappa_direct(debye, shape / tR, shape / tN)
kappa_var_off = kappa_no_normal(debye, shape / tR)
kappa_var_strong = kappa_direct(debye, shape / tR, 1e4 * shape / tN)
assert close(kappa_var, sum(callaway(lambda x: x**2 / mean_x2 / tR,
                                    lambda x: x**2 / mean_x2 / tN)), 1e-6)
r = tR / tN
assert close(kappa_var, (kappa_var_off + r * kappaR) / (1 + r), 1e-5)
assert close(kappa_var_strong, kappaR, 2e-3)
unlike = kappa_direct(debye, shape / tR, x_grid / mean_x1 / tN)
assert close(unlike, sum(callaway(lambda x: x**2 / mean_x2 / tR,
                                 lambda x: x / mean_x1 / tN)), 1e-6)

# Remaining neglected effects
C_acoustic = heat_average(lambda x: 1.0, x_max / 2 ** (1 / 3))
free_path = c * tR
wall_loss = free_path / (free_path + thickness)

print(f"temperature                      {T:.0f} K")
print(f"lattice constant                 {lattice*1e9:.3f} nm")
print(f"atomic density                   {density*1e-27:.1f} nm^-3")
print(f"single sound speed               {c/1e3:.1f} km/s")
print(f"Debye wave vector                {qD*1e-9:.2f} nm^-1")
print(f"Debye temperature                {x_max*T:.0f} K")
print(f"resistive time tR                {tR*1e12:.1f} ps")
print(f"normal time tN                   {tN*1e12:.1f} ps")
print(f"combined time tc                 {1e12/(1/tR+1/tN):.2f} ps")
print(f"heat capacity C                  {C/1e6:.4f} MJ/(m^3 K)")
print(f"kappa1 (normal as resistive)     {part1:.1f} W/(m K)")
print(f"kappa2 (correction)              {part2:.1f} W/(m K)")
print(f"kappa1 + kappa2                  {part1+part2:.1f} W/(m K)")
print(f"C c^2 tR/3                       {kappaR:.1f} W/(m K)")
print("sweep: tN (ps), kappa1, kappa2, direct kappa (W/(m K))")
for t, a, b, total in sweep:
    print(f"  {t*1e12:6.1f} {a:9.1f} {b:9.1f} {total:9.1f}")
print(f"gradient                         {gradient*1e-6:.2f} K/um")
print(f"drift speed u                    {drift:.3f} m/s")
print(f"|u|/c                            {abs(drift)/c:.2e}")
print(f"heat flux size                   {abs(flux)*1e-7:.2f} kW/cm^2")
print(f"distance of n from drifting form {distance:.1e} (relative)")
print(f"|u|/c at 200 times the gradient  {abs(strong_drift)/c:.4f}")
print(f"longitudinal, transverse speed   {c_long/1e3:.0f}, {c_trans/1e3:.0f} km/s")
print("dispersion: mismatch s, kappa/kappaR at tN above")
for name, s, ratio in dispersion_rows:
    print(f"  {name:14s} {s:.4f}  {ratio:.4f}")
print(f"  gapped branch  {abs(mismatch(gap_modes)):.4f}  {gap_ratio:.4f}")
print("times varying as 1/omega^2, same mean rates:")
print(f"  kappa without normal collisions {kappa_var_off:.1f} W/(m K)")
print(f"  kappa with normal collisions    {kappa_var:.1f} W/(m K)")
print(f"  kappa, normal rate times 10^4   {kappa_var_strong:.1f} W/(m K)")
print(f"C and kappa change, acoustic modes only {100*(C_acoustic/C-1):.1f} %")
print(f"resistive free path c tR         {free_path*1e6:.3f} um")
print(f"wall distance                    {thickness*1e6:.0f} um")
print(f"wall loss of kappa, estimate     {100*wall_loss:.2f} %")
print("every check passed")
```

Running it gives:

```
temperature                      300 K
lattice constant                 0.357 nm
atomic density                   175.8 nm^-3
single sound speed               13.0 km/s
Debye wave vector                21.84 nm^-1
Debye temperature                2168 K
resistive time tR                25.0 ps
normal time tN                   50.0 ps
combined time tc                 16.67 ps
heat capacity C                  1.2902 MJ/(m^3 K)
kappa1 (normal as resistive)     1211.4 W/(m K)
kappa2 (correction)              605.7 W/(m K)
kappa1 + kappa2                  1817.1 W/(m K)
C c^2 tR/3                       1817.1 W/(m K)
sweep: tN (ps), kappa1, kappa2, direct kappa (W/(m K))
     0.5      35.6    1781.4    1817.1
     5.0     302.8    1514.2    1817.1
    50.0    1211.4     605.7    1817.1
   500.0    1730.5      86.5    1817.1
gradient                         0.10 K/um
drift speed u                    -1.408 m/s
|u|/c                            1.08e-04
heat flux size                   18.17 kW/cm^2
distance of n from drifting form 8.6e-05 (relative)
|u|/c at 200 times the gradient  0.0217
longitudinal, transverse speed   18, 12 km/s
dispersion: mismatch s, kappa/kappaR at tN above
  two speeds     0.0818  0.9727
  bent branches  0.3978  0.8674
  both           0.4804  0.8399
  gapped branch  0.0000  1.0000
times varying as 1/omega^2, same mean rates:
  kappa without normal collisions 5122.7 W/(m K)
  kappa with normal collisions    4020.8 W/(m K)
  kappa, normal rate times 10^4   1817.7 W/(m K)
C and kappa change, acoustic modes only -18.2 %
resistive free path c tR         0.325 um
wall distance                    100 um
wall loss of kappa, estimate     0.32 %
every check passed
```
